Exponential screening of diffusing adatoms between long absorbing island branches

Suppose that the edge of a branched island is assumed to collect adatoms from the open terrace equally well everywhere. Its deep channels should then fill as fast as its tips advance, and a branched shape could not persist. The opposite error is to let the whole adatom density vanish exponentially with depth. In the example below, that underestimates the supply to a wall two channel widths behind the tips by a factor of about eighty, because atoms also land inside the channel. The correct statement concerns the part of the density that enters through the mouth. That part decays as exp(−πz/W), on top of a density maintained by local deposition.

Let two straight, parallel branches bound a channel of width W. The coordinate x runs across it from 0 to W, and z measures depth behind the tips, so the open terrace has z < 0. The mean number of adatoms per area is n, their diffusion coefficient is D, and F atoms land per area and time. Desorption and nucleation of new islands are left out. If diffusion across the gap is fast compared with the motion of the edges, n is quasi-static:

D(∂²n/∂x² + ∂²n/∂z²) + F = 0.

Every adatom that reaches an edge is taken to stick at once and for good, so n = 0 on both walls. A profile that depends on x alone satisfies n″ = −F/D, and with zeros at both walls it is

n_loc = F x(W − x)/(2D).

Write n = n_loc + u. The source cancels, so u obeys Laplace's equation and vanishes on the walls. With k = π/W, define its sine components

b_m(z) = (2/W) ∫₀^W u sin(mkx) dx, m = 1, 2, 3, …

Differentiate twice in z and replace ∂²u/∂z² by −∂²u/∂x². Two integrations by parts, whose boundary terms vanish because u and the sine are both zero at the walls, give

b_m″ = m²k² b_m, so b_m = a_m exp(−mkz) + c_m exp(mkz).

In a very long channel the density stays bounded, hence c_m = 0 and

u = Σ_m a_m sin(mkx) exp(−mπz/W).

The slowest term has decay length W/π. Its coefficient, a₁ = (2/W)∫₀^W u(x,0) sin(kx) dx, is positive whenever u is positive across the mouth, since sin(kx) is positive there. A part of u that is antisymmetric about the centre line has no m = 1 component and decays at least as fast as exp(−2πz/W). A numerical solution with an antisymmetric mouth density gave a rate of 6.278/W, against 2π/W = 6.283/W.

The rate depends on the channel alone, but the amplitude depends on what lies in front. A solvable case is a periodic comb of very thin, very long branches at x = 0, W, 2W and so on. First switch off deposition and let atoms arrive from far away, where the density rises with slope G away from the tips. In front of the tips, mirror symmetry requires ∂n/∂x = 0 on the lines x = 0 and x = W. Define

p = exp[−k(z + ix)], n = (GW/π) Re arccosh p.

The real part of an analytic function of z + ix is harmonic, so Laplace's equation holds. On the two lines p is real. Behind the tips |p| < 1, where arccosh p is purely imaginary, so n = 0. In front |p| > 1, where the imaginary part of f = arccosh p is constant along each line. Since ∂f/∂x = i ∂f/∂z, we have ∂(Re f)/∂x = −∂(Im f)/∂z = 0, as required. Far in front, arccosh p approaches ln(2p), and n approaches G[|z| + (W/π) ln 2], which has the prescribed slope. Let w be the difference of two solutions with the same G, both bounded at the tips and deep in the channel. On the walls w = 0, on the mirror lines its normal derivative is zero, and its gradient vanishes far in front and deep in the channel. The product of w and its normal derivative therefore contributes nothing on any boundary, so the squared gradient of w integrates to zero and w is constant. Being zero on the walls, it vanishes, and the solution is unique.

Inside the channel, arccosh p = ±i(π/2 − arcsin p). Choosing the sign that makes n positive, and using the complex conjugate of p, gives

n = (GW/π) Im arcsin[exp(−kz + ikx)]
= (GW/π) Σ_j c_j exp[−(2j+1)kz] sin[(2j+1)kx], j = 0, 1, 2, …

where arcsin q = Σ_j c_j q^(2j+1), with c₀ = 1 and c₁ = 1/6. The deep amplitude is therefore GW/π. On the centre line the sum is (GW/π) arcsinh[exp(−kz)].

The number of atoms crossing depth z per unit time is −D∫₀^W(∂n/∂z)dx. In each term the derivative supplies a factor (2j+1)k and the integral of the sine supplies 2/[(2j+1)k]. These combine to 2, so

J(z) = (2/π) DGW arcsin[exp(−πz/W)].

At z = 0 this is DGW, the whole supply to one period, because thin branches collect nothing in front of the mouth. Without deposition, atoms that cross depth z in the net must stick deeper. The probability that an atom from far in front lands deeper than z is thus

P(z) = (2/π) arcsin[exp(−πz/W)] → (2/π) exp(−πz/W) for z ≫ W/(2π).

It is 0.133 at z = W/2, 0.0275 at z = W and 0.0012 at z = 2W. A finite-difference solution of the comb, extrapolated in grid spacing, agrees with the first two values to the printed digits. The reading of flux as probability was tested with 60,000 random walkers on a coarse grid of 16 spacings per gap. A fraction 0.1245 ± 0.0013 landed beyond W/2, while the flux on the same grid gives 0.1246. Both lie below the continuum value of 0.1333 because the grid is coarse.

The two walls share the loss −dJ/dz equally. Since d arcsin(s)/ds = 1/√(1−s²), with s = exp(−kz) and ds/dz = −ks, each wall receives per unit length

j(z) = (DGW/π) k s/√(1−s²) = DG/√[exp(2πz/W) − 1].

Near the tip this behaves as DG/√(2πz/W), which is large but integrable. Far behind it becomes DG exp(−πz/W). This is the screening law: atoms from the terrace feed the ends of the branches, and a site one channel width deeper receives a factor exp(π) ≈ 23 less, once the leading term dominates.

Now restore deposition everywhere between the branches and in front of them. Let no net flux cross the line z = −L, as on a symmetry line midway to another island. One might set G = FL/D, since the strip in front supplies FL atoms per unit width and time. That gives an excess amplitude FLW/(πD), but it takes deposition inside the channel to produce exactly n_loc, which belongs to a channel without a mouth. The amplitude A in u → A exp(−kz) sin(kx) can be found without this approximation by using a second harmonic function,

φ = Re[√(p² − 1)/p],

with the branch that tends to 1 far in front. For real |p| > 1 the bracket is real, so ∂φ/∂x = 0 by the argument used for n. For real |p| < 1 it is imaginary, so φ = 0. Thus φ obeys the same side conditions as n. Inside the channel the chosen branch equals −i√(1 − p²)/p. With √(1 − q²) = Σ_j b_j q^(2j), b₀ = 1 and b₁ = −1/2,

φ = exp(kz) sin(kx) − Σ_{j≥1} b_j exp[−(2j−1)kz] sin[(2j−1)kx].

Apply Green's identity to n and φ in the strip 0 < x < W between z = −L and a large depth Z:

∬(φ∇²n − n∇²φ) dx dz = ∮(φ ∂n/∂ν − n ∂φ/∂ν) ds,

where ν is the outward normal. The left side is −(F/D)S, with S = ∬φ dx dz. The side lines contribute nothing. Neither do the tips, where both functions vanish as the square root of distance. At z = −L, ∂n/∂ν = 0, and ∂φ/∂ν is of order k exp(−2πL/W), which is dropped. The result therefore needs L of at least about W/2.

At z = Z the excess contributes −2kA∫₀^W sin²(kx)dx = −kAW = −πA. The local profile contributes −k exp(kZ)∫₀^W n_loc sin(kx)dx. To evaluate this, put g = x(W−x)/2. Since g″ = −1 and g vanishes at the walls, two integrations by parts give k²∫g sin(kx)dx = ∫sin(kx)dx = 2/k. The contribution is therefore −2F exp(kZ)/(Dk²). Other products of modes vanish by orthogonality or as Z grows. Collecting terms,

πA = (F/D)[S − 2 exp(kZ)/k²].

For S, integrate φ across the strip first. In front, this row integral has zero second derivative in z, because ∂φ/∂x vanishes on both sides. It tends to W, so it equals W throughout, and the front contributes WL. Inside, ∫₀^W sin(mkx)dx = 2/(mk) for odd m. Integrating over depth, with Z large in the decaying terms,

S = WL + (2/k²)[exp(kZ) − 1] − (2/k²) Σ_{j≥1} b_j/(2j−1)².

The growing exponentials cancel, leaving

πA = (F/D)[WL − (2/k²)C], C = 1 + Σ_{j≥1} b_j/(2j−1)².

To sum the series, let h(q) = Σ_{j≥1} b_j q^(2j−1)/(2j−1). Then h′ = [√(1−q²) − 1]/q², and since h(0) = 0,

h = [1 − √(1−q²)]/q − arcsin q.

The required sum is ∫₀¹(h/q)dq. Its first part is ∫₀¹[1−√(1−q²)]/q² dq = −h(1) = π/2 − 1. Its second part is −∫₀¹(arcsin q)/q dq. With q = sin θ and one integration by parts, this becomes +I, where I is the integral of ln sin θ from 0 to π/2. The same integral with the cosine also equals I, so 2I is the integral of ln[(sin 2θ)/2], which is I − (π/2)ln 2. Hence I = −(π/2)ln 2, C = (π/2)(1 − ln 2), and

A = (FW/πD)[L − (W/π)(1 − ln 2)].

The bracket is L − 0.098W. The term L comes from the front alone, because φ averages to 1 across every row there. The correction comes from atoms that land inside the channel, where the open mouth changes the local profile. For L = 3W the extrapolated grid solution gives A = 0.92384 FW²/D, equal to the formula in all printed digits.

On the centre line the local density is FW²/(8D). Equating it to the leading excess A exp(−πz*/W) gives the depth beyond which local deposition dominates the density:

z* = (W/π) ln{8[L − (W/π)(1 − ln 2)]/(πW)}.

Since L enters through a logarithm, a much larger supply area moves z* only by a few decay lengths. Well beyond z* the total density levels off, and the supply to each wall approaches FW/2 per unit length, half of what lands in the channel. At z* itself the leading excess still adds π/4 of that amount. For L = 3W, the formula gives z* = 0.637W and the finest grid gives 0.633W. The difference contains both the omitted higher modes and the grid error, which this comparison does not separate.

For numbers, take rates typical of Pt on Pt(111) near 200 K, where small branched submonolayer islands form. The values are rough: hopping barrier 0.26 eV, total attempt rate 5 × 10¹² per second, hop length about 0.28 nm and flux 0.001 monolayer per second. The model sets a = 0.277 nm, W = 3 nm and L = 9 nm, and further digits are kept only so that the arithmetic can be followed. The lengths W and L are chosen for illustration. They are not derived from nucleation at this flux, which may place islands closer together; a shorter L lowers A and moves z* towards the tips. With k_BT = 0.01723 eV, the total hop rate and the diffusion coefficient are

Γ = 5 × 10¹² exp(−0.26/0.01723) = 1.40 × 10⁶ s⁻¹,
D = Γa²/4 = 2.69 × 10⁴ nm²/s.

The site density of 15.05 nm⁻² makes F = 0.01505 nm⁻² s⁻¹. The decay length is 3/π = 0.955 nm, and

A = 0.01505 × 3 × (9 − 0.293)/(π × 2.69 × 10⁴) = 4.65 × 10⁻⁶ nm⁻²,
FW²/(8D) = 0.01505 × 9/(8 × 2.69 × 10⁴) = 6.29 × 10⁻⁷ nm⁻²,
z* = 0.955 × ln(4.65/0.629) = 1.91 nm.

Each wall receives 0.0226 atoms per nm and second from local deposition. The leading excess adds 0.0272 at a depth of 1.5 nm, 0.0057 at 3 nm and 0.00024 at 6 nm, in the same unit. Terrace atoms thus matter strongly at half a channel width, supply a quarter of the local amount at one width, and about one per cent of it at two. Screening does not keep the channel open indefinitely. Deep inside, each wall collects half of what lands in the remaining gap. If atoms landing on top and diffusion along the edges are left out, the gap therefore narrows in proportion to its own width, and falls to about 37 % of its initial value after one monolayer of deposition, or 1000 s here.

Real islands depart from this model in several ways. Their branches have finite thickness. Giving them 0.75 nm, with gap and L fixed and atoms landing on top not counted, leaves the decay rate unchanged. It lowers the fraction of far-supplied atoms landing beyond one gap width from 0.0275 to about 0.019, and z* to about 1.7 nm. If all atoms landing on top descended equally to the two sides, the local wall supply would rise by a quarter. Real branches are also neither straight nor parallel, so W varies. Removing one atomic row, 0.240 nm, from this gap raises the decay rate by 8.7 %. The discreteness of the hops matters far less for the rate: for walls along close-packed rows it changes it by 0.002 %. The amplitude is more sensitive, because it is set near the tips. On a triangular lattice with a gap of 12 rows and depth counted from the tip site, A and P lie about 9 % below the continuum formulas.

Imperfect sticking can matter more. If an edge absorbs slowly, replace n = 0 by n = ℓ ∂n/∂ν′, where ν′ points from the edge into the channel and ℓ is the attachment length. A symmetric mode cos[q(x − W/2)] exp(−qz) then requires

qℓ tan(qW/2) = 1,

and the smallest root q replaces π/W. For ℓ ≪ W, qW/2 lies just below π/2 by about qℓ, so q ≈ π/(W + 2ℓ). For ℓ ≫ W, the tangent is nearly its argument and q ≈ √[2/(ℓW)]. Slow attachment lets atoms penetrate deeper.

To relate ℓ to an extra barrier ΔE, let the last free row lie a distance d from the absorbing row, and let the final hop be slower by r = exp(−ΔE/k_BT). Near the edge n = n₀ + gx, where g is the gradient. Equal fluxes require r(n₀ + gd)/d = g, so

ℓ = n₀/g = d[exp(ΔE/k_BT) − 1].

A hypothetical barrier of 0.02 eV, with d = 0.240 nm, gives ℓ = 0.526 nm and, in the continuum model, reduces the decay rate to 0.751 of π/W. A chain of 400 sites with slowed end hops, at the same ℓ/W, gives the same factor to three digits. The gap in the example is only about a dozen atomic rows wide, so there the factor should be read as roughly three quarters. An uncertainty of 0.02 eV in edge attachment therefore matters more here than one row in the gap width.

Two further effects can be estimated: the motion of the tips and nucleation in front of them. If each tip, 0.75 nm wide, collects everything landing in the strip of width 3.75 nm and length L in front of it, it advances at v = 0.001 × 9 × 3.75/0.75 = 0.045 nm/s. In the frame of the tips, motion adds a term of size vq/D to the balance q² = k², so the relative change of rate is vW/(2πD) = 8 × 10⁻⁷. Over longer times the motion does matter, because L shrinks. This speed is an upper bound, since only about 40 % of the far supply lands on the flat end of such a tip, and v falls as L shrinks. Even so, L changes markedly within a few hundred seconds, so A and z* describe a moment of the growth, not its whole course. The mean number of adatoms in the front area of one gap is 5 × 10⁻⁴. Multiplied by the roughly 41 atoms that would land there during 0.1 monolayer if L stayed fixed, this gives 0.02 as a rough count of encounters within one cell. Adatoms also wander sideways and meet atoms from neighbouring cells, which raises the count to about 0.045 per gap at fixed L. This is small per gap, but it amounts to roughly one new island per 30 nm along the 18 nm wide strip, and each island drains the front of several gaps. Over 0.1 monolayer nucleation is therefore not negligible at this L, and A and z* apply only where the strip in front is still empty. The count varies as 1/D, by a factor of 1.8 for 0.01 eV in the barrier, and it falls steeply as L shrinks. The decay length W/π is unaffected. The numerical output below gives the values in full.

Computed values

```
TESTS (W = 1, F/D = 1, G = 1)
decay rate x W, far supply: 3.14135; pi = 3.14159
decay rate x W, excess with deposition: 3.14135
decay rate x W, antisymmetric mouth: 6.2780
amplitude, far supply: grid 0.31831, formula 0.31831
amplitude, deposition: grid 0.92384, formula 0.92384
landing beyond 0.5 W: grid 0.13331, formula 0.13331
landing beyond 1 W: grid 0.02752, formula 0.02752
wall gradient at 0.5 W: grid 0.21252, formula 0.21252
density x=0.25 z=-0.25: grid 0.47191, formula 0.47191
centre density z=0.25: grid 0.14052, formula 0.14052
shift of L, in W: grid 0.0977, formula 0.0977
crossover z*/W: grid 0.6326, formula 0.6367
walkers beyond 0.5 W: 0.1245 +- 0.0013, same coarse grid 0.1246
EXAMPLE (rough values, regime of Pt on Pt(111))
gap W = 3.00 nm, front L = 9.00 nm, branch 0.75 nm
T = 200 K, kT = 0.01723 eV, barrier = 0.26 eV
attempt rate = 5.0e+12 1/s, hop length = 0.277 nm
total hop rate = 1.404e+06 1/s, D = 2.693e+04 nm^2/s
site density = 15.05 nm^-2
flux = 0.0010 ML/s = 0.01505 nm^-2 s^-1
decay length W/pi = 0.9549 nm
excess amplitude A = 4.647e-06 nm^-2
local centre density = 6.288e-07 nm^-2
crossover depth z* = 1.910 nm
local supply to each wall = 0.02257 nm^-1 s^-1
z = 1.5 nm: exp(-pi z/W) = 0.20788, landing beyond = 0.13331
  leading excess 9.661e-07 nm^-2, its wall supply 2.724e-02 nm^-1 s^-1
z = 3.0 nm: exp(-pi z/W) = 0.04321, landing beyond = 0.02752
  leading excess 2.008e-07 nm^-2, its wall supply 5.662e-03 nm^-1 s^-1
z = 6.0 nm: exp(-pi z/W) = 0.00187, landing beyond = 0.00119
  leading excess 8.678e-09 nm^-2, its wall supply 2.447e-04 nm^-1 s^-1
NEGLECTED EFFECTS
thick branches: decay rate x W = 3.14135
thick branches: landing beyond W = 0.0186
thick branches: z* = 1.72 nm
hexagonal lattice: rate / (pi/W) = 0.999980
one row (0.240 nm) less in W: rate up by 8.7 %
attachment barrier 0.02 eV: ell = 0.526 nm
  rate / (pi/W) = 0.7506, hopping chain 0.7508
tip speed = 0.0450 nm/s, relative rate change 8.0e-07
mean adatom number in front cell = 5.05e-04
rough encounters per cell in 0.1 ML = 0.021
atoms landing on branch / in gap = 0.25
```
